# Lamb shift and 2S hyperfine splitting from two muonic-hydrogen lines: verification in Python

```python
"""Muonic hydrogen: Lamb shift and 2S hyperfine splitting from two lines.

Result under test:
  lamb = h(nu_s + 3 nu_t)/4 - fine - hfs3/8 - delta/4
  hfs2s = h(nu_s - nu_t) + hfs3 - delta
nu_t: 2S(F=1) -> 2P3/2(F=2);  nu_s: 2S(F=0) -> 2P3/2(F=1).
fine: 2P fine splitting; hfs3, hfs1: unmixed hyperfine splittings of
2P3/2 and 2P1/2; delta: upward shift of 2P3/2(F=1) by mixing.
lamb is E(2P1/2)-E(2S1/2) between centroids, 2P1/2 taken unmixed.
Radial work uses length 1/(alpha*m_red) and energy alpha^2*m_red.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

alpha = const.fine_structure
pc = const.physical_constants
m_mu = pc['muon mass energy equivalent in MeV'][0]
m_p = pc['proton mass energy equivalent in MeV'][0]
m_e = pc['electron mass energy equivalent in MeV'][0]
a_mu = pc['muon mag. mom. anomaly'][0]
kappa = pc['proton mag. mom. to nuclear magneton ratio'][0] - 1
m_red = m_mu * m_p / (m_mu + m_p)
MEV_TO_MILLI = 1e9
ghz_to_mev = const.h * 1e9 / const.e * 1e3   # milli-electronvolt per GHz
nu_t, nu_s = 49881.35, 54611.16

# ---- spin-dependent interaction against the Dirac exchange amplitude ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one2, zero2 = np.eye(2), np.zeros((2, 2))
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]


def orbit_factors(m1, m2, an1, an2):
    """Factors of L.S1, L.S2 and of the spin-spin interaction."""
    return ((1 + 2*an1)/(2*m1**2) + (1 + an1)/(m1*m2),
            (1 + 2*an2)/(2*m2**2) + (1 + an2)/(m1*m2),
            (1 + an1)*(1 + an2)/(m1*m2))


def spinor(mass, p):
    energy = np.sqrt(mass**2 + p @ p)
    lower = np.einsum('i,ijk->jk', p, pauli)/(energy + mass)
    return np.sqrt((energy + mass)/(2*energy))*np.vstack([one2, lower])


def current(mass, anomaly, p_in, p_out):
    q = p_out - p_in
    result = []
    for mu in range(4):
        comm = sum((gamma[mu] @ gamma[k+1] - gamma[k+1] @ gamma[mu])*q[k]
                   for k in range(3))
        vertex = gamma[mu] + anomaly/(4*mass)*comm
        result.append(spinor(mass, p_out).conj().T @ gamma[0]
                      @ vertex @ spinor(mass, p_in))
    return result


size = 1e-3*m_mu
p_in = size*np.array([2., 1., 2.])/3
p_out = size*np.array([-1., 2., 2.])/3
q = p_out - p_in
j_mu = current(m_mu, a_mu, p_in, p_out)
j_p = current(m_p, kappa, -p_in, -p_out)
amplitude = np.kron(j_mu[0], j_p[0]) - sum(
    np.kron(j_mu[i], j_p[i]) for i in (1, 2, 3))
f_so, f_l, f_ss = orbit_factors(m_mu, m_p, a_mu, kappa)
s_mu = [np.kron(s/2, one2) for s in pauli]
s_p = [np.kron(one2, s/2) for s in pauli]
cross = np.cross(q, p_in)
dot = lambda vec, ops: sum(v*o for v, o in zip(vec, ops))
breit = (1j*f_so*dot(cross, s_mu) + 1j*f_l*dot(cross, s_p)
         + f_ss*(dot(q, s_mu) @ dot(q, s_p)
                 - (q @ q)*sum(s_mu[i] @ s_p[i] for i in range(3))))
spin_part = amplitude - np.trace(amplitude)/4*np.eye(4)
breit_error = np.max(abs(spin_part - breit))/np.max(abs(breit))
assert breit_error < 1e-5   # next order is (momentum/mass)^2

# ---- Uehling potential as a sum of Yukawa potentials ----
beta = m_e/(alpha*m_red)
nodes, weights = np.polynomial.legendre.leggauss(240)
y = 7*(nodes + 1)
yuk_range = 2*beta*np.cosh(y)
yuk_weight = (7*weights*2*alpha/(3*np.pi)*np.tanh(y)**2
              * (1 + 0.5/np.cosh(y)**2))
for k in (0.5, 5.0):
    from_yukawa = np.sum(yuk_weight*k**2/(k**2 + yuk_range**2))
    loop = 2*alpha/np.pi*quad(lambda z: z*(1-z)*np.log1p(
        z*(1-z)*k**2/beta**2), 0, 1, epsabs=1e-13)[0]
    assert abs(from_yukawa/loop - 1) < 1e-6

nodes, weights = np.polynomial.legendre.leggauss(500)
root_max = np.sqrt(220.0)
root = root_max*(nodes + 1)/2
x = root**2
dx = weights*root_max*root
decay = np.exp(-np.outer(x, yuk_range))
m0 = decay @ yuk_weight
m1 = decay @ (yuk_weight*yuk_range)
m2 = decay @ (yuk_weight*yuk_range**2)
v_vp = -m0/x
vp_first = m1/x + m0/x**2
vp_second = -(m2/x + 2*m1/x**2 + 2*m0/x**3)

dens_2p = x**4*np.exp(-x)/24
dens_2s = x**2*(1 - x/2)**2*np.exp(-x)/2
energy_unit = alpha**2*m_red*MEV_TO_MILLI
uehling_lamb = energy_unit*np.sum(dx*v_vp*(dens_2p - dens_2s))


def lamb_integrand(t):
    b = 1 + 2*beta*t
    strength = 2*alpha/(3*np.pi)*(1 + 0.5/t**2)*np.sqrt(t*t - 1)/t**2
    return strength*(0.5/b**2 - 1/b**3 + 0.5/b**4)


uehling_check = energy_unit*quad(lamb_integrand, 1, np.inf,
                                 epsabs=1e-13, epsrel=1e-10)[0]
assert abs(uehling_lamb/uehling_check - 1) < 1e-6

# ---- 2P radial state in Coulomb plus Uehling potential ----
n_basis = 24
basis = np.array([x**2*np.exp(-x/2)*eval_genlaguerre(k, 3, x)
                  * np.exp(0.5*(gammaln(k+1) - gammaln(k+4)))
                  for k in range(n_basis)])
overlap = (basis*dx) @ basis.T
inverse_x = (basis*dx/x) @ basis.T
kinetic = inverse_x*(np.arange(n_basis) + 2)/2 - overlap/8
kinetic = (kinetic + kinetic.T)/2


def radial_averages(with_vp):
    on = 1.0 if with_vp else 0.0
    potential = -1/x + on*v_vp
    first = 1/x**2 + on*vp_first
    second = -2/x**3 + on*vp_second
    ham = kinetic + (basis*dx*potential) @ basis.T
    values, vectors = eigh(ham, overlap)
    density = (vectors[:, 0] @ basis)**2
    mean = lambda f: np.sum(dx*density*f)
    assert abs(2*mean(1/x**3)/mean(first) - 1) < 2e-6
    laplacian = on*(vp_second + 2*vp_first/x)
    return (mean(first/x), mean((first/x - second)/3),
            2*mean(laplacian)/3, values[0])


def couplings(avg, m1_, m2_, an1, an2):
    reduced = m1_*m2_/(m1_ + m2_)
    scale = alpha**4*reduced**3*MEV_TO_MILLI
    so, li, ss = orbit_factors(m1_, m2_, an1, an2)
    return scale*np.array([so*avg[0], li*avg[0], ss*avg[1], ss*avg[2]])


def splittings(c):
    so, li, te, ss = c
    fine_ = 1.5*so
    h3 = 4*li/3 - 4*te/15 + 2*ss/3
    h1 = 4*li/3 + 4*te/3 - ss/3
    mix = np.sqrt(2)/3*(-li + te/2 + ss)
    gap_ = fine_ - 5*h3/8 - h1/4
    return fine_, h3, h1, mix, gap_, np.sqrt(gap_**2/4 + mix**2) - gap_/2


avg_c = radial_averages(False)
avg = radial_averages(True)
assert abs(avg_c[0]*24 - 1) < 1e-9 and abs(avg_c[3] + 0.125) < 1e-9
c = couplings(avg, m_mu, m_p, a_mu, kappa)
fine, hfs3, hfs1, mixing, gap, delta = splittings(c)
fine_c, hfs3_c, hfs1_c, _, _, delta_c = splittings(
    couplings(avg_c, m_mu, m_p, a_mu, kappa))


# Static-source limit of the fine splitting against the Dirac energies.
def dirac_level(j):
    s = np.sqrt((j + 0.5)**2 - alpha**2)
    return 1/np.sqrt(1 + (alpha/(2 - j - 0.5 + s))**2)


static = splittings(couplings(avg_c, m_mu, 1e12*m_mu, 0, 0))[0]
dirac_fine = (dirac_level(1.5) - dirac_level(0.5))*m_mu*MEV_TO_MILLI
assert abs(dirac_fine/static - 1) < 1e-4   # relativistic order alpha^2

# ---- all twelve 2P states, in Cartesian orbital states ----
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
one3 = np.eye(3)
triple = lambda a, b, d: np.kron(a, np.kron(b, d))
orb = [triple(-1j*eps[k], one2, one2) for k in range(3)]
spin = [triple(one3, s/2, one2) for s in pauli]
nuc = [triple(one3, one2, s/2) for s in pauli]
product = lambda a, b: sum(a[i] @ b[i] for i in range(3))
tensor = np.zeros((12, 12), dtype=complex)
for i in range(3):
    for j in range(3):
        nn = (one3[i, j]*one3 + np.outer(one3[i], one3[j])
              + np.outer(one3[j], one3[i]))/5
        tensor += triple(3*nn - one3[i, j]*one3, pauli[i]/2, pauli[j]/2)
ham = (c[0]*product(orb, spin) + c[1]*product(orb, nuc)
       + c[2]*tensor + c[3]*product(spin, nuc))
levels, states = np.linalg.eigh(ham)
total = [orb[i] + spin[i] + nuc[i] for i in range(3)]
f_squared = np.real(np.diag(states.conj().T @ product(total, total)
                            @ states))
assert np.allclose(f_squared, [0] + [2]*6 + [6]*5, atol=1e-8)
levels = levels + c[0]   # zero at the unmixed 2P1/2 centroid
formula = np.array([-0.75*hfs1] + [hfs1/4 - delta]*3
                   + [fine - 5*hfs3/8 + delta]*3 + [fine + 3*hfs3/8]*5)
assert np.allclose(levels, formula, atol=1e-9)

# ---- solve the two lines ----
e_t, e_s = nu_t*ghz_to_mev, nu_s*ghz_to_mev
average, difference = (e_s + 3*e_t)/4, e_s - e_t
offset = fine + hfs3/8 + delta/4
lamb = average - offset
hfs2s = difference + hfs3 - delta
line_t = (lamb + levels[-1] - hfs2s/4)/ghz_to_mev
line_s = (lamb + levels[4] + 3*hfs2s/4)/ghz_to_mev
assert abs(line_t - nu_t) < 1e-5 and abs(line_s - nu_s) < 1e-5
assert abs(hfs2s - 22.81) < 0.005

fermi = alpha**4*m_red**3*MEV_TO_MILLI*f_ss/3
assert abs(hfs2s/fermi - 1) < 0.02   # omitted effects are percent-sized
swapped = -difference + hfs3 - delta
assert swapped < 0
err_lamb = ghz_to_mev*np.sqrt(1/16 + 9/16)
err_hfs = ghz_to_mev*np.sqrt(2)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("input line nu_t", nu_t, "GHz", 2)
show("input line nu_s", nu_s, "GHz", 2)
show("muon mass", m_mu, "MeV", 5)
show("proton mass", m_p, "MeV", 5)
show("electron mass", m_e, "MeV", 6)
show("reduced mass", m_red, "MeV", 5)
show("inverse fine-structure constant", 1/alpha, "(no unit)", 6)
show("muon anomaly a", a_mu, "(no unit)", 8)
show("proton anomaly kappa", kappa, "(no unit)", 7)
show("electron mass / (alpha reduced mass)", beta, "(no unit)", 5)
print(f"exchange amplitude, relative mismatch: {breit_error:.1e} (no unit)")
show("Coulomb average of V'/x", avg_c[0], "(scaled)", 8)
show("full average of V'/x", avg[0], "(scaled)", 8)
show("full average of (V'/x-V'')/3", avg[1], "(scaled)", 8)
show("full average of 2 Laplacian(V)/3", avg[2], "(scaled)", 8)
for name, value in zip(("c_so", "c_L", "c_T", "c_S"), c):
    show("coupling " + name, value, "meV", 5)
show("2P fine splitting, Coulomb only", fine_c, "meV")
show("2P fine splitting, with Uehling", fine, "meV")
show("2P3/2 hyperfine, Coulomb only", hfs3_c, "meV")
show("2P3/2 hyperfine, with Uehling", hfs3, "meV")
show("2P1/2 hyperfine, Coulomb only", hfs1_c, "meV")
show("2P1/2 hyperfine, with Uehling", hfs1, "meV")
show("F=1 mixing element W", mixing, "meV")
show("F=1 unmixed gap g", gap, "meV")
show("mixing shift delta", delta, "meV")
show("static fine splitting, Dirac minus leading",
     dirac_fine - static, "meV", 5)
show("one GHz as energy", ghz_to_mev, "meV", 9)
show("energy of nu_t", e_t, "meV")
show("energy of nu_s", e_s, "meV")
show("weighted average (s+3t)/4", average, "meV")
show("difference s-t", difference, "meV")
show("2P offset in the average", offset, "meV")
show("2P offset hfs3-delta in the difference", hfs3 - delta, "meV")
show("LAMB SHIFT L", lamb, "meV")
show("LAMB SHIFT L", lamb/ghz_to_mev, "GHz", 1)
show("2S HYPERFINE SPLITTING H", hfs2s, "meV")
show("2S HYPERFINE SPLITTING H", hfs2s/ghz_to_mev, "GHz", 1)
show("rebuilt nu_t from 12-state matrix", line_t, "GHz", 2)
show("rebuilt nu_s from 12-state matrix", line_s, "GHz", 2)
show("L if mixing is omitted", lamb + delta/4, "meV")
show("H if mixing is omitted", hfs2s + delta, "meV")
show("L to the mixed 2P1/2 centroid", lamb - 3*delta/4, "meV")
show("H if line assignments are swapped", swapped, "meV")
show("error of L for 1 GHz error per line", err_lamb, "meV")
show("error of H for 1 GHz error per line", err_hfs, "meV")
show("first-order Uehling part of L", uehling_lamb, "meV")
show("leading Fermi value of H, with anomaly", fermi, "meV")
print("every check passed")
```

It prints:

```
input line nu_t: 49881.35 GHz
input line nu_s: 54611.16 GHz
muon mass: 105.65838 MeV
proton mass: 938.27209 MeV
electron mass: 0.510999 MeV
reduced mass: 94.96447 MeV
inverse fine-structure constant: 137.035999 (no unit)
muon anomaly a: 0.00116592 (no unit)
proton anomaly kappa: 1.7928473 (no unit)
electron mass / (alpha reduced mass): 0.73738 (no unit)
exchange amplitude, relative mismatch: 6.1e-07 (no unit)
Coulomb average of V'/x: 0.04166667 (scaled)
full average of V'/x: 0.04169148 (scaled)
full average of (V'/x-V'')/3: 0.04169823 (scaled)
full average of 2 Laplacian(V)/3: -0.00001352 (scaled)
coupling c_so: 5.56784 meV
coupling c_L: 3.11607 meV
coupling c_T: 2.85616 meV
coupling c_S: -0.00093 meV
2P fine splitting, Coulomb only: 8.3468 meV
2P fine splitting, with Uehling: 8.3518 meV
2P3/2 hyperfine, Coulomb only: 3.3912 meV
2P3/2 hyperfine, with Uehling: 3.3925 meV
2P1/2 hyperfine, Coulomb only: 7.9576 meV
2P1/2 hyperfine, with Uehling: 7.9633 meV
F=1 mixing element W: -0.7962 meV
F=1 unmixed gap g: 4.2406 meV
mixing shift delta: 0.1446 meV
static fine splitting, Dirac minus leading: 0.00032 meV
one GHz as energy: 0.004135668 meV
energy of nu_t: 206.2927 meV
energy of nu_s: 225.8536 meV
weighted average (s+3t)/4: 211.1829 meV
difference s-t: 19.5609 meV
2P offset in the average: 8.8120 meV
2P offset hfs3-delta in the difference: 3.2480 meV
LAMB SHIFT L: 202.3710 meV
LAMB SHIFT L: 48933.1 GHz
2S HYPERFINE SPLITTING H: 22.8089 meV
2S HYPERFINE SPLITTING H: 5515.2 GHz
rebuilt nu_t from 12-state matrix: 49881.35 GHz
rebuilt nu_s from 12-state matrix: 54611.16 GHz
L if mixing is omitted: 202.4071 meV
H if mixing is omitted: 22.9534 meV
L to the mixed 2P1/2 centroid: 202.2625 meV
H if line assignments are swapped: -16.3130 meV
error of L for 1 GHz error per line: 0.0033 meV
error of H for 1 GHz error per line: 0.0058 meV
first-order Uehling part of L: 205.0074 meV
leading Fermi value of H, with anomaly: 22.8320 meV
every check passed
```
